# Onsager's Rule Beyond Leading Order from Zero-Field Magnetization and Susceptibility

## 1. What dimensions and symmetry fix

A magnetic field $B$ gives each Landau level of a two-dimensional pocket the density $D=B/2\pi$ per area, in units $\hbar=e=1$ with electron charge $-1$. A rule for the level energies therefore equates $(n+\tfrac12)D$ to an electron density that depends on energy and field:

$$(n+\tfrac12)D=F(E,B)=F_0+BF_1+B^2F_2+\dots \tag{1}$$

Since $B$ is an inverse area, $F_1$ is dimensionless and $F_2$ is an area. Time reversal exchanges the two valleys of a honeycomb crystal and reverses $B$, so $F^{-}(E,B)=F^{+}(E,-B)$. Odd coefficients are opposite in the two valleys and even ones are equal.

If $F$ is the smooth part of the particle density, thermodynamics fixes the coefficients. With $\Omega=\Omega_0-MB-\tfrac12\chi B^2-\dots$ and $N=-\partial\Omega/\partial\mu$,

$$(n+\tfrac12)\frac{B}{2\pi}=N_0(E)+B\,M'(E)+\tfrac12B^2\chi'(E)+O(B^3),\qquad N_0=\frac{S_0}{4\pi^2}. \tag{2}$$

Here $S_0$ is the $k$-space area of the pocket and a prime means $d/d\mu$ at $\mu=E$. In SI units the left side is $(n+\tfrac12)eB/h$. In general $F_j=-\partial_\mu\Omega_j$, where $\Omega_j$ is the coefficient of $B^j$.

The rule holds for one closed electron pocket around a nondegenerate minimum, separated from other bands and without tunnelling to other orbits. The series is asymptotic. $M$ and $\chi$ belong to the pocket, per spin, without Zeeman energy, and $B\to0$ is taken before $T\to0$. The crystal total will not do: by the symmetry above, $M'$ summed over the valleys is zero, although each valley needs its own.

## 2. Why $F$ is the smooth count

In a field, a hop by the vector $\mathbf d$ with a straight-line Peierls phase is the operator $e^{-i\mathbf d\cdot\boldsymbol\pi}$, where $\boldsymbol\pi=\mathbf p+\mathbf A$ and $[\pi_x,\pi_y]=-iB$. The Hamiltonian is thus the Weyl quantization of the Bloch matrix $H(\mathbf k)$, provided $H(\mathbf k)$ is written with the true atomic positions. Operator products become

$$f\star g=f\exp\!\Big[-\tfrac{iB}{2}\big(\overleftarrow\partial_x\overrightarrow\partial_y-\overleftarrow\partial_y\overrightarrow\partial_x\big)\Big]g . \tag{3}$$

A gap allows the band to be decoupled order by order in $B$, which leaves a scalar symbol $\varepsilon+B\varepsilon_1+\dots$. Put $Q=\pi_y$, $P=\pi_x$, so that $[Q,P]=iB$. An area-preserving change of variables turns $\varepsilon$ into a function of $I=(Q^2+P^2)/2$. At each higher order, the angle-dependent part of the remainder is removed by a further unitary transformation; its generator exists because $d\varepsilon/dI\neq0$. What remains is a function of the oscillator operator $\hat I$, whose eigenvalues are $(n+\tfrac12)B$. Inverting this function gives (1), with $F=I/2\pi$.

To identify $F$, including its integration constant, take a smooth $\varphi(E)$ equal to 1 around and below the pocket bottom and falling to zero inside the pocket's energy range. With $x=n+\tfrac12$, the midpoint Euler–Maclaurin formula has no endpoint terms, because $\varphi$ is flat at $x=0$. Up to terms beyond all powers of $B$,

$$D\sum_n\varphi(E_n)=D\int_0^\infty\!\varphi\,dx=-\int\varphi'(E)\,F(E,B)\,dE .$$

The last step integrates by parts with $Dx=F$. If $\rho$ is the field-expanded density of states and $N(E)$ its integral from the gap, the same trace is $\int\varphi\rho\,dE=-\int\varphi'N\,dE$. Since $\varphi'$ is arbitrary, $F=N$ order by order.

At temperature $T$ the first oscillating harmonic $e^{2\pi iF/D}$ is damped by the nearest pole of the Fermi function, a distance $\pi T$ from the real axis. With $X=2\pi^2Tm_c/B$ and $m_c=2\pi N_0'$, the factor is $X/\sinh X\approx2Xe^{-X}$. As $B\to0$ it is smaller than any power of $B$, so the zero-field response functions contain the smooth part alone.

## 3. First order: magnetization

Let $G$ be the symbol of the resolvent, $(z-H)\star G=1$, and let $\langle\cdot\rangle=\int\frac{d^2k}{(2\pi)^2}\,\mathrm{tr}$. Then $\rho=-\frac1\pi\mathrm{Im}\langle G(E+i0)\rangle$. Write

$$g=(z-H)^{-1},\quad X=H_x,\quad Y=H_y,\quad a=H_{xx},\quad c=H_{xy},\quad d=H_{yy},$$

so that $g_x=gXg$ and $g_y=gYg$. At order $B$, (3) gives

$$(z-H)G_1+\tfrac i2(Xg_y-Yg_x)=0\ \Rightarrow\ G_1=-\tfrac i2\,gPg,\qquad P=XgY-YgX. \tag{4}$$

In the band basis define $c_{nm}=\mathrm{Im}(X_{nm}Y_{mn})$, antisymmetric in $n,m$, and $\Delta_{nm}=\varepsilon_n-\varepsilon_m$. The trace is

$$\mathrm{tr}\,G_1=\sum_{nm}\frac{c_{nm}}{(z-\varepsilon_n)^2(z-\varepsilon_m)} .$$

The pole at $\varepsilon_n$ collects the terms $(n,m)$ and $(m,n)$. Partial fractions give

$$\sum_m\Big[\frac{c_{nm}/\Delta_{nm}}{(z-\varepsilon_n)^2}-\frac{2c_{nm}/\Delta_{nm}^2}{z-\varepsilon_n}\Big].$$

Under $-\frac1\pi\mathrm{Im}$, a simple pole becomes $\delta(E-\varepsilon_n)$ and a double pole $-\delta'(E-\varepsilon_n)$. Integrating from the gap to $\mu$,

$$M'=\int\!\frac{d^2k}{(2\pi)^2}\big[m\,\delta(\mu-\varepsilon)+\Omega_B\,\theta(\mu-\varepsilon)\big],\quad m=-\sum_m\frac{c_{nm}}{\Delta_{nm}},\quad \Omega_B=-\sum_m\frac{2c_{nm}}{\Delta_{nm}^2}. \tag{5}$$

These are the orbital moment and the Berry curvature. The first shifts the energy by $-mB$; the second changes the density of states in phase space by the factor $1+B\Omega_B$.

## 4. Second order: susceptibility

The $B^2$ part of $(z-H)\star G=1$ gives

$$G_2=g\big[-\tfrac i2(X\partial_yG_1-Y\partial_xG_1)-\tfrac18(a\,g_{yy}-2c\,g_{xy}+d\,g_{xx})\big]. \tag{6}$$

Its $k$ integral is a $z$ derivative, which makes the integration over energy trivial. Total $k$ derivatives may be dropped: over the whole zone by periodicity, and for one pocket because, after $-\frac1\pi\mathrm{Im}$, everything is supported on its closed contour.

**Reduction of (6).** In the first part, integrate by parts. The terms $gc$ cancel:

$$\tfrac i2\langle(gYgX-gXgY)G_1\rangle=-\tfrac i2\langle gPG_1\rangle=-\tfrac14\langle g^2PgP\rangle .$$

In the second part, move one derivative off each second derivative of $g$. Third derivatives of $H$ cancel because $a_y=c_x$ and $d_x=c_y$. The result is $+\tfrac18V$ with

$$V=\langle a\,gYg^2Yg+d\,gXg^2Xg-c\,gXg^2Yg-c\,gYg^2Xg\rangle .$$

**Notation for words.** Let $[\dots]$ be the integrated trace of a cyclic word with a $g$ after every letter; a dot marks a $g$ replaced by $g^2$. For example, $[dX{\cdot}X]=\langle d\,gXg^2Xg\rangle$. Since $-\partial_zg=g^2$, the operation $\delta=-\partial_z$ puts a dot in each slot in turn. The four-letter words needed are

$$\alpha=[X{\cdot}XYY],\ \beta=[XX{\cdot}YY],\ \gamma=[XXY{\cdot}Y],\ \kappa=[XXYY{\cdot}],\ \eta=[X{\cdot}YXY],\ \zeta=[XY{\cdot}XY].$$

Multiplying out $P$ gives $\langle g^2PgP\rangle=\eta+\zeta-\alpha-\gamma$.

**Integration by parts.** Write $d=\partial_yY$ and let $-\partial_y$ act on the rest of the word. It turns $X$ into $c$, inserts $Y$ into a plain slot, and turns a dotted slot into $Y{\cdot}$ plus ${\cdot}Y$. Thus

$$[d{\cdot}XX]=-\big([YY{\cdot}XX]+[Y{\cdot}YXX]+[Y{\cdot}cX]+[Y{\cdot}XYX]+[Y{\cdot}Xc]+[Y{\cdot}XXY]\big).$$

Rotating the words cyclically, and treating the other two positions of the dot in the same way,

$$\begin{aligned}
[d{\cdot}XX]&=-(2\kappa+\gamma+\zeta+[cXY{\cdot}]+[cY{\cdot}X]),\\
[dX{\cdot}X]&=-(2\alpha+\eta+\zeta+[c{\cdot}XY]+[cYX{\cdot}]),\\
[dXX{\cdot}]&=-(2\beta+\gamma+\eta+[cX{\cdot}Y]+[c{\cdot}YX]).
\end{aligned}$$

Three more relations follow from exchanging $x$ and $y$: $d\to a$, $X\leftrightarrow Y$, $\alpha\leftrightarrow\gamma$, $\beta\leftrightarrow\kappa$, $\eta\leftrightarrow\zeta$.

Let $R=[aYY]+[dXX]-[cXY]-[cYX]$. Then $\delta R=V+W$, where $V$ has the dot in the middle slot and $W$ in the two outer slots. Let $s$ be the sum of all six dotted $c$ words. Adding the relations,

$$V=-2(\alpha+\gamma+\eta+\zeta)-s,\qquad W=-4(\beta+\kappa)-2(\alpha+\gamma+\eta+\zeta)-2s .$$

Eliminating $s$ gives $W=2V-4(\beta+\kappa)+2(\alpha+\gamma+\eta+\zeta)$, hence

$$V=\tfrac13\big[\delta R+4(\beta+\kappa)-2(\alpha+\gamma+\eta+\zeta)\big].$$

Insert this in $\langle G_2\rangle=-\tfrac14(\eta+\zeta-\alpha-\gamma)+\tfrac18V$:

$$\langle G_2\rangle=\tfrac1{24}\big[\delta R+4(\alpha+\beta+\gamma+\kappa)-8(\eta+\zeta)\big]=\tfrac1{24}\,\delta\big(R+4[XXYY]-4[XYXY]\big).$$

The last step uses $\delta[XXYY]=\alpha+\beta+\gamma+\kappa$ and $\delta[XYXY]=2(\eta+\zeta)$.

**Final form.** With $a=\partial_xX$ in $[ad]$ and $c=\partial_yX$ in $[cc]$,

$$[ad]=-2[dXX]-[Xd_x],\qquad [cc]=-[cXY]-[cYX]-[Xc_y].$$

As $d_x=c_y$, the difference is $-2[dXX]+[cXY]+[cYX]$. Averaging with the version that has $x$ and $y$ exchanged gives $[ad]-[cc]=-R$. Therefore

$$\langle G_2\rangle=\tfrac1{24}\partial_z\langle U\rangle,\qquad U=gagd-gcgc-4(gXgXgYgY-gXgYgXgY), \tag{7}$$

$$\tfrac12\chi'(\mu)=-\frac1{24\pi}\,\mathrm{Im}\,\langle U(\mu+i0)\rangle_{\rm pocket}. \tag{8}$$

The constant is right because both sides vanish in the gap.

**One band.** The four-letter terms cancel and $U=(\varepsilon_{xx}\varepsilon_{yy}-\varepsilon_{xy}^2)g^2$. Since $g^2=-\partial_\mu g$, (8) integrates to

$$\chi=-\tfrac1{12}\int\!\tfrac{d^2k}{(2\pi)^2}(\varepsilon_{xx}\varepsilon_{yy}-\varepsilon_{xy}^2)\,\delta(\mu-\varepsilon).$$

This is Landau–Peierls diamagnetism. For $\varepsilon=k^2/2m$ it gives $-\frac1{12}\cdot\frac1{m^2}\cdot\frac m{2\pi}=-1/(24\pi m)$.

**Finite temperature.** For the whole crystal, $\Omega_2=-\int fF_2\,dE=\frac1{24\pi}\mathrm{Im}\int f\langle U\rangle dE$. Close the contour in the upper half-plane, where $f$ has residues $-T$ at $\mu+i\omega$, $\omega=\pi T(2j+1)$. The arc contributes nothing: $\langle U\rangle$ falls at least as fast as $z^{-2}$, and $f$ stays bounded on large arcs that pass between its poles. With $\chi=-2\Omega_2$,

$$\chi(\mu,T)=\frac T6\sum_{\omega>0}\mathrm{Re}\,\langle U(\mu+i\omega)\rangle . \tag{9}$$

## 5. Evaluating the pocket coefficient

Use polar coordinates about the pocket centre. This requires every ray from the centre to cross the contour exactly once, with $\varepsilon'\neq0$. For a pocket that is not star-shaped, rays tangent to the contour make the angular integral below diverge, and (8) must be evaluated in another way. On a ray, $-\frac1\pi\mathrm{Im}\,(\mu+i0-\varepsilon)^{-1}=\delta(k-k_F)/\varepsilon'$, while the residue of $(\mu-\varepsilon)^{-1}$ at $k_F$ is $-1/\varepsilon'$. The two differ by a sign. Differentiation with respect to $\mu$ carries this over to higher poles. Hence

$$\tfrac12\chi'=-\frac1{24}\int_0^{2\pi}\frac{d\theta}{4\pi^2}\ \mathrm{Res}_{k=k_F(\theta)}\big[k\,\mathrm{tr}\,U(\mu;k,\theta)\big]. \tag{10}$$

The residue is the average of $k\,\mathrm{tr}\,U\,(k-k_F)$ over a small circle in the complex $k$ plane. No energy derivative or broadening is needed. The circle must exclude every other root of $\det(\mu-H)=0$. In the numerical work its radius is $0.2k_F$, with 32 points on it and 64 angles. At complex $k$ the entry $H_{12}$ must be continued as its own Fourier sum, not as the complex conjugate of $H_{21}$.

## 6. Gapped honeycomb

Take nearest-neighbour hopping $-t$, sublattice energies $\pm\Delta$ and real second-neighbour hopping $t_2$, with $t=1$ and bond length 1. If $f(\mathbf k)$ is the off-diagonal element, the second-neighbour sum is $|f|^2-3$, so

$$\varepsilon=h+t_2(h^2-\Delta^2-3),\qquad h=\sqrt{\Delta^2+|f|^2},\qquad \frac{d\varepsilon}{dh}=q\equiv1+2t_2h .$$

The curvature of a two-level system is half the solid angle swept by its unit vector. Inside a valley $f$ covers a disk once, so $\int\Omega_B\,d^2k=\sigma\pi(1-\Delta/h)$, with $\sigma=\pm1$ naming the valley. The band separation is $2h$, so (5) gives $m=h\Omega_B$, and

$$\int m\,\delta(\mu-\varepsilon)\,d^2k=h\frac d{d\mu}\int\Omega_B\,d^2k=h\,\sigma\pi\frac{\Delta}{h^2}\frac1q=\frac{\sigma\pi\Delta}{hq}.$$

Adding the two parts and dividing by $4\pi^2$,

$$M'=\frac\sigma{4\pi}\Big[1-\frac\Delta h\Big(1-\frac1q\Big)\Big]=\frac{\sigma}{4\pi}\Big[1-\frac{2t_2\Delta}{1+2t_2h}\Big]. \tag{11}$$

At $t_2=0$, $BM'=\sigma D/2$ shifts the index by half a level, as for gapped Dirac electrons. For $t_2\neq0$ the shift varies with energy, and levels that would coincide to this order split.

**A solvable limit.** Near a valley centre set $|f|^2=v^2k^2$, $v=\tfrac32$, dropping the anisotropy and further band curvature. The two oscillator components have numbers $\nu$ and $\nu-1$, in an order set by the valley. With $A=t_2v^2$,

$$E+3t_2=2AB\nu+\sqrt{(\Delta+\sigma AB)^2+2v^2B\nu},$$

where $\nu=n$ for $\sigma=+$ and $\nu=n+1$ for $\sigma=-$. Put $y=2B\nu$ and $E'=E+3t_2$. Squaring gives a quadratic equation, whose root regular at $A\to0$ is

$$y=\frac{v^2+2AE'-\sqrt{v^4+4AE'v^2+4A^2(\Delta+\sigma AB)^2}}{2A^2}.$$

At $B=0$ the square root equals $v^2q$. As $(n+\tfrac12)D=(y+\sigma B)/4\pi$, expansion in $B$ reproduces (11) and gives

$$F_2=-\frac{t_2^2v^2}{4\pi q}\Big(1-\frac{4t_2^2\Delta^2}{q^2}\Big),\qquad F_3=\frac{\sigma t_2^5v^4\Delta}{\pi q^3}\Big(1-\frac{4t_2^2\Delta^2}{q^2}\Big). \tag{12}$$

A cubic term is thus present already in this limit, where it carries five powers of $t_2$. That power belongs to the truncated model only. On the lattice at $\Delta=0.5\,t$ and $h=0.74\,t$, $|F_3|$ is about $10^{-4}$ for both $t_2=0.2\,t$ and $t_2=0.1\,t$, whereas (12) falls by a factor above 20.

## 7. Numbers for $\Delta=0.5\,t$, $t_2=0.2\,t$

The reference levels come from diagonalizing the lattice Hamiltonian with real-space Peierls phases. The full values are in the numerical output. Lengths are in bonds, so densities are in $a^{-2}$.

**Coefficients.** At $E=0.2\,t$, $h$ solves $t_2h^2+h=0.2+0.2(0.25+3)=0.85$. Hence $q=\sqrt{1+0.8\cdot0.85}=1.296$, and (11) gives $4\pi M'=1-0.2/1.296=0.846$, the printed value. The printed $\chi'$ is $+0.0334\,a^2$, whereas (12) gives $2F_2=-0.011\,a^2$. The terms dropped in the solvable limit therefore decide even the sign, and the lattice formula (8) is needed. This remains so at the valley centre: as $E$ approaches the band edge, (10) tends to about $+0.010\,a^2$ while (12) gives $-0.012\,a^2$. Thus (12) is not the low-energy limit of the lattice $F_2$.

**One level.** For valley $+$, $n=2$, at flux 2/120 per cell, $B=0.0403$ and $D=0.006415$. At the exact energy $0.2461\,t$ the terms are

$$0.013288+0.002718+0.000031=0.016037,\qquad 2.5D=0.016038 .$$

With more digits the mismatch is $1.9\times10^{-7}$. Dividing by the slope of $N_0$, about $0.048$ at this energy (the printed values give $0.040$ around $E=0.1\,t$ and $0.052$ around $E=0.3\,t$), gives an energy error near $4\times10^{-6}\,t$, as tabulated. Without $\chi'$ the error is $6.6\times10^{-4}\,t$; without $M'$ as well it is $5.5\times10^{-2}\,t$.

**Powers of the field.** Over six levels at nearly fixed energies, the rms error between the two lowest fields falls with powers 1.00, 2.00 and 4.00 for the rule cut at orders 0, 1 and 2. The first two are as expected. The third is faster than the guaranteed $B^3$, but this need not be the asymptotic power, because a small cubic term would be hidden at these fields. As a rough estimate, (12) gives $|F_3|\approx1.2\times10^{-4}$ at $E=0.2\,t$. At the lowest field this changes the energy by $B^3|F_3|/N_0'\approx3\times10^{-9}\,t$, well below the observed error of $2.0\times10^{-8}\,t$. The solvable limit fails for $F_2$ here, so the estimate is only a guide. The lattice $|F_3|$ happens to be close to it at $E=0.2\,t$, but falls from about $2\times10^{-4}$ at $0.05\,t$ to below $10^{-5}$ at $0.35\,t$, where (12) hardly changes. An implementation should rely only on $O(B^3)$.

**Other tests.** The exact resolvent trace at complex energy agrees with (4) and (7) within the asserted relative tolerance of $10^{-3}$, and recursion (6) agrees with (7). At $T=\mu=0.2\,t$, the exact grand potential and (9) both give $\chi=0.02759\,ta^4$ per cell. Complex second-neighbour hopping makes the valleys inequivalent and so tests the sign of $M'$. The largest error of four levels is then $2.9\times10^{-6}\,t$ with the correct field direction and $1.6\times10^{-2}\,t$ with the field reversed in the rule.

## 8. Where the rule fails

At the saddle, here $0.718\,t$, the velocity vanishes on the contour, the roots near $k_F$ merge and (10) breaks down. Close below it, tunnelling joins neighbouring orbits and broadens the levels, which no power series in $B$ describes. For the seven levels tabulated, the largest splitting of the numerical doublets, at the one $k_y$ used, is $5\times10^{-9}\,t$, and the full width of the highest of these magnetic bands is about $2\times10^{-8}\,t$; both are well below their second-order errors, which all exceed $10^{-6}\,t$. If another band touches the pocket, the derivation of Section 2, which assumes a gap, no longer applies as it stands. For a hole pocket, count states from the band top: $F$ becomes the smooth number of states per area above $E$, $S_0$ is the area of the hole pocket, and the $B$ and $B^2$ terms of (2) change sign. In (5), $\theta(\mu-\varepsilon)$ is then replaced by $-\theta(\varepsilon-\mu)$, so that $M'$ vanishes in the gap above the band. Equation (10) was derived for $\varepsilon'>0$; on a hole contour $\varepsilon'<0$, and its right side changes sign as well. The two sign changes cancel, so the $B^2$ coefficient of the hole rule is the right side of (10) as printed.

## Table of computed values

```
units: energy t, length a, field hbar/(e a^2)
mass 0.5 t, second-neighbour hopping 0.2 t
conduction edge -0.1000 t, saddle 0.7180 t
resolvent test at z = (0.3+0.8j) t, hopping phase 0.2 rad, per cell:
  B^1 coefficient: exact spectrum 0.025989+0.121794j, formula 0.025990+0.121794j a^2/t
  B^2 coefficient: exact spectrum 0.375734+0.134611j, formula 0.375736+0.134610j a^4/t
  B^2 coefficient from recursion 0.375736+0.134610j a^4/t
susceptibility per cell at T = 0.2 t, mu = 0.2 t (units t a^4):
  exact spectrum 0.027592, formula 0.027592
E = 0.0 t: N0 = 0.003195 a^-2, 4 pi M' = +0.83778 / -0.83778 (valley +/-), chi' = +0.016425 a^2
E = 0.2 t: N0 = 0.011138 a^-2, 4 pi M' = +0.84570 / -0.84570 (valley +/-), chi' = +0.033409 a^2
E = 0.4 t: N0 = 0.021496 a^-2, 4 pi M' = +0.85256 / -0.85256 (valley +/-), chi' = +0.065074 a^2
largest deviation of M' from closed form 8.3e-17
flux 2/120 per cell: B = 0.040307, B/2pi = 0.0064150 a^-2
valley n  exact E (t)   error (t) of rule at order 0, 1, 2
  +   0  -0.0825105   +8.29e-02  +2.96e-04  +2.04e-06
  -   0  0.0740701   -7.37e-02  +4.68e-04  +1.57e-06
  +   1  0.1001462   +6.56e-02  +4.93e-04  +2.39e-06
  -   1  0.2254398   -5.97e-02  +6.34e-04  +3.39e-06
  +   2  0.2460928   +5.52e-02  +6.56e-04  +3.98e-06
  -   2  0.3514838   -5.02e-02  +8.13e-04  +7.34e-06
  +   3  0.3684969   +4.75e-02  +8.40e-04  +8.28e-06
largest splitting of these doublets 4.8e-09 t
balance for valley + n = 2 at its exact energy (units a^-2):
  N0 0.01328795, B M' +0.00271792, B^2 chi'/2 +0.00003144
  sum 0.01603732, (n+1/2)B/2pi 0.01603751
rms energy error (t) over six levels, order 0, 1, 2
  flux 2/120, B = 0.040307: 5.933e-02  6.658e-04  5.132e-06
  flux 2/240, B = 0.020153: 2.954e-02  1.657e-04  3.118e-07
  flux 2/480, B = 0.010077: 1.476e-02  4.139e-05  1.955e-08
power of B between the two lowest fields: 1.001, 2.001, 3.995
broken time reversal, flux 2/240: valley edges -0.2945 and 0.1184 t
  largest error: right sign of B 2.94e-06 t, reversed 1.62e-02 t
```
